# Bracketing lattice trapping of a crack in a snapping-spring strip: a program that tests the result

```python
# Lattice trapping of a crack in a triangular strip of springs.
# Claim: with springs on the crack plane that snap at extension e_c, a crack
# is stable between a healing load L_minus and an advance load L_plus, and the
# Griffith load is L_G = sqrt(L_plus*L_minus) = 2 e_c sqrt(gaps/3).
# Load = grip separation. r = L_plus/L_minus = G_plus/G_c = G_c/G_minus.
# Linear part: stiffness k = 1, spacing a = 1, loads and extensions in e_c.
# Nonlinear part: k = 1, a = 1, lengths in a.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, spsolve
from scipy.optimize import newton
from scipy import constants as const
from types import SimpleNamespace


def bond_matrix(first, second, direction, atoms):
    """Rows give direction . (u_second - u_first) for each bond."""
    count = len(first)
    rows = np.tile(np.arange(count), 4)
    cols = np.concatenate([2*first, 2*first+1, 2*second, 2*second+1])
    vals = np.concatenate([-direction[:, 0], -direction[:, 1],
                           direction[:, 0], direction[:, 1]])
    return sp.csr_matrix((vals, (rows, cols)), shape=(count, 2*atoms))


def build_strip(gaps, columns):
    atoms = (gaps+1)*columns
    atom = np.arange(atoms)
    row, col = np.divmod(atom, columns)
    sites = np.column_stack([col+0.5*(row % 2), row*np.sqrt(3)/2])
    ok = col < columns-1
    first, second = [atom[ok]], [atom[ok]+1]
    for side in (0, 1):
        target = col-1+side+(row % 2)
        ok = (row < gaps) & (target >= 0) & (target < columns)
        first.append(atom[ok])
        second.append((row[ok]+1)*columns+target[ok])
    first, second = np.concatenate(first), np.concatenate(second)
    direction = sites[second]-sites[first]
    assert np.allclose(np.linalg.norm(direction, axis=1), 1)
    middle = (gaps-1)//2
    plane = np.flatnonzero((row[first] == middle) & (row[second] == middle+1))
    centre = 0.5*(sites[first, 0]+sites[second, 0])
    plane = plane[np.argsort(centre[plane])]
    inside = atom[(row > 0) & (row < gaps)]
    free = np.sort(np.concatenate([2*inside, 2*inside+1]))
    grip = np.zeros(2*atoms)
    grip[2*atom[row == gaps]+1] = 0.5
    grip[2*atom[row == 0]+1] = -0.5
    full = bond_matrix(first, second, direction, atoms)
    return SimpleNamespace(gaps=gaps, atoms=atoms, sites=sites, first=first,
                           second=second, plane=plane, free=free, grip=grip,
                           B=full[:, free].tocsr(), c=full @ grip)


def intact_mask(strip, snapped):
    mask = np.ones(len(strip.first))
    mask[strip.plane[:snapped]] = 0.0
    return mask


def unit_response(strip, snapped):
    """Displacements, extensions and elastic energy at unit load."""
    mask = intact_mask(strip, snapped)
    K = (strip.B.T @ sp.diags(mask) @ strip.B).tocsc()
    lu = splu(K, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
              options=dict(SymmetricMode=True))
    u = lu.solve(-(strip.B.T @ (mask*strip.c)))
    e = strip.B @ u + strip.c
    return u, e, 0.5*np.sum(mask*e*e)


# ---- linear response of three strip heights ----
ratios = {}
for gaps in (63, 31, 15):
    strip = build_strip(gaps, 5*gaps)
    n = len(strip.plane)//2
    u_n, e_n, energy_n = unit_response(strip, n)
    u_next, e_next, energy_next = unit_response(strip, n+1)
    tip = strip.plane[n]
    alpha, beta = e_n[tip], e_next[tip]
    ratios[gaps] = beta/alpha
    crossing = np.sqrt(0.5/(energy_n-energy_next))
    strip_load = 2*np.sqrt(gaps/3)
    # energy crossing, geometric mean and uniform-strip Griffith load
    assert abs(crossing*np.sqrt(alpha*beta)-1) < 1e-6
    assert abs(crossing/strip_load-1) < 1e-3
    # tip spring is the next to snap, last snapped spring the first to heal
    assert np.argmax(e_n[strip.plane[n:]]) == 0
    assert np.argmin(e_n[strip.plane[:n]]) == n-1
    # successive crack positions are equivalent
    assert abs(e_n[strip.plane[n-1]]/beta-1) < 1e-3
# The height dependence must die out: a 1/gaps law gives a shrink factor near
# 0.48 between successive doublings, logarithmic growth would give 0.98.
shrink = abs((ratios[63]-ratios[31])/(ratios[31]-ratios[15]))
assert shrink < 0.8


def thick_limit(low, high):
    """Value of r for infinite height, assuming r linear in 1/gaps."""
    return (high*ratios[high]-low*ratios[low])/(high-low)


limit_coarse, limit_fine = thick_limit(15, 31), thick_limit(31, 63)

# from here on: the strip with 15 gaps
r = beta/alpha
root = np.sqrt(r)
load_plus, load_minus, load_G = 1/alpha, 1/beta, crossing
assert load_minus < strip_load < load_plus
bulk = np.ones(len(strip.first), bool)
bulk[strip.plane] = False
bulk_ratio = e_n[bulk].max()/alpha

# ---- barriers from constrained minimization ----
mask = intact_mask(strip, n)
K = strip.B.T @ sp.diags(mask) @ strip.B
b = strip.B[tip].T
kkt = sp.bmat([[K, b], [b.T, None]]).tocsc()
for lam in (1.0, 1+0.5*(root-1), 1-0.5*(1-1/root)):
    load = lam*load_G
    rhs = np.append(-load*(strip.B.T @ (mask*strip.c)), 1-load*strip.c[tip])
    u = spsolve(kkt, rhs)[:-1]
    e = strip.B @ u + load*strip.c
    assert e[strip.plane[n+1:]].max() < 1 and e[strip.plane[:n]].min() > 1
    saddle = 0.5*np.sum(mask*e*e)
    up = saddle-energy_n*load**2
    down = saddle-(energy_next*load**2+0.5)
    assert abs(up-0.5*(root-lam)**2/(r-1)) < 1e-6
    assert abs(down-0.5*(lam*root-1)**2/(r-1)) < 1e-6


# ---- damped dynamics with the true force law, stepped loads ----
B, BT = strip.B, strip.B.T.tocsr()


def settle(u, old, new, peak, end):
    """Ramp the grips from old to new load, hold, count snapped springs."""
    dt, damping, ramp, total = 0.3, 0.2, 100.0, 250.0
    u, v = u.copy(), np.zeros_like(u)
    width = max(end-peak, 1e-12)
    for step in range(int(total/dt)):
        s = min(1.0, step*dt/ramp)
        load = old+(new-old)*0.5*(1-np.cos(np.pi*s))
        f = B @ u + load*strip.c
        x = f[strip.plane]
        soft = peak*np.clip((end-x)/width, 0, 1)
        f[strip.plane] = np.where(x <= peak, x, soft)
        v = ((1-0.5*damping*dt)*v-dt*(BT @ f))/(1+0.5*damping*dt)
        u += dt*v
    x = (B @ u + new*strip.c)[strip.plane]
    return u, int(np.sum(x > end))


def bracket(sign, peak, end):
    """Last load that holds, first load that fails, snapped count there."""
    hold, u = load_G, u_n*load_G
    fail = None
    for _ in range(40):
        trial = hold+sign*0.03*load_G
        u_new, count = settle(u, hold, trial, peak, end)
        if count != n:
            fail, changed = trial, count
            break
        hold, u = trial, u_new
    assert fail is not None
    for _ in range(4):
        trial = 0.5*(hold+fail)
        u_new, count = settle(u, hold, trial, peak, end)
        if count != n:
            fail, changed = trial, count
        else:
            hold, u = trial, u_new
    return hold, fail, changed


slack = 2e-3   # allows for the small dynamic overshoot of the ramp
up_hold, up_fail, up_count = bracket(+1, 1.0, 1.0)
dn_hold, dn_fail, dn_count = bracket(-1, 1.0, 1.0)
assert up_hold*(1-slack) < load_plus < up_fail*(1+slack)
assert dn_fail*(1-slack) < load_minus < dn_hold*(1+slack)
assert up_count > n and dn_count < n

# softening tail of half the closing length, same fracture energy
tail = 0.5*(r-1)                     # tail length / peak extension
peak = 1/np.sqrt(1+tail)
end = peak*(1+tail)
tail_plus, tail_minus = peak/alpha, end/beta
t_up = bracket(+1, peak, end)
t_dn = bracket(-1, peak, end)
assert t_up[0]*(1-slack) < tail_plus < t_up[1]*(1+slack)
assert t_dn[1]*(1-slack) < tail_minus < t_dn[0]*(1+slack)
assert t_up[2] > n and t_dn[2] < n


# ---- large stretch and rotation: nonlinear springs, Newton solver ----
def nonlinear_tip(load, snapped, start):
    """Extension of the tip spring (unit a) at grip separation load."""
    mask = intact_mask(strip, snapped)
    disp = load*strip.grip
    disp[strip.free] = load*start
    for _ in range(40):
        pos = strip.sites+disp.reshape(-1, 2)
        arm = pos[strip.second]-pos[strip.first]
        length = np.linalg.norm(arm, axis=1)
        unit = arm/length[:, None]
        tension = mask*(length-1)
        Bn = bond_matrix(strip.first, strip.second, unit,
                         strip.atoms)[:, strip.free]
        residual = Bn.T @ tension
        if np.abs(residual).max() < 1e-11:
            return length[tip]-1
        normal = np.column_stack([-unit[:, 1], unit[:, 0]])
        Bt = bond_matrix(strip.first, strip.second, normal,
                         strip.atoms)[:, strip.free]
        H = Bn.T @ sp.diags(mask) @ Bn + Bt.T @ sp.diags(tension/length) @ Bt
        disp[strip.free] -= spsolve(H.tocsc(), residual)
    raise AssertionError("Newton relaxation did not converge")


def nonlinear_window(stretch):
    """Advance and healing loads over the nonlinear Griffith load."""
    found = []
    for snapped, start, guess in ((n, u_n, load_plus), (n+1, u_next, load_minus)):
        x0 = guess*stretch
        found.append(newton(lambda x: nonlinear_tip(x, snapped, start)/stretch-1,
                            x0, x1=0.98*x0, tol=1e-6*x0))
    length = 1+stretch/np.sqrt(strip.gaps)
    griffith = strip.gaps*(np.sqrt(length**2-0.25)-np.sqrt(0.75))
    return found[0]/griffith, found[1]/griffith


small = nonlinear_window(1e-3)
assert abs(small[0]/root-1) < 1e-2 and abs(small[1]*root-1) < 1e-2

# ---- worked example: weak interface in an organosilicate low-k stack ----
modulus, fracture_energy = 15e9, 1.0          # Pa, J/m2 (rough)
cell = depth = 2e-9                           # m
density, temperature = 1300.0, 358.0          # kg/m3, K
k_spring = np.sqrt(3)/2*modulus*depth
e_c = np.sqrt(fracture_energy*cell*depth/k_spring)
snap_energy = 0.5*k_spring*e_c**2/const.e     # eV
height = strip.gaps*np.sqrt(3)/2*cell
nm = e_c*1e9                                  # one load unit in nm
film = 500e-9
film_gaps = film/(np.sqrt(3)/2*cell)
film_strain = 2*e_c*np.sqrt(film_gaps/3)/film
large = nonlinear_window(e_c/cell)
mass = density*np.sqrt(3)/2*cell**2*depth
attempt = np.sqrt(k_spring/mass)/(2*np.pi)
kT = const.k*temperature/const.e
barrier = snap_energy*(root-1)/(root+1)
root_thick = np.sqrt(limit_fine)
barrier_thick = snap_energy*(root_thick-1)/(root_thick+1)
wait = np.exp(barrier/kT)/attempt
need = kT*np.log(attempt*1.0)
shift = np.sqrt(need/snap_energy*(r-1))
closing_tail = (r-1)/root*nm

print(f"Young modulus (input, rough)       {modulus/1e9:.1f} GPa")
print(f"fracture energy G_c (input, rough) {fracture_energy:.2f} J/m2")
print(f"cell size and depth (input)        {cell*1e9:.1f} nm")
print(f"density (input, rough)             {density:.0f} kg/m3")
print(f"temperature (input)                {temperature:.0f} K")
print(f"row gaps M, columns                {strip.gaps}, {5*strip.gaps}")
print(f"snapped springs n at start         {n}")
print(f"strip height                       {height*1e9:.2f} nm")
print(f"spring stiffness k                 {k_spring:.2f} N/m")
print(f"snapping extension e_c             {nm:.4f} nm")
print(f"snapping stretch e_c/a             {e_c/cell:.4f}")
print(f"energy to snap one spring          {snap_energy:.3f} eV")
print(f"tip extension per load, intact     {alpha:.5f}")
print(f"tip extension per load, cut        {beta:.5f}")
print(f"ratio r = G+/G_c, M=15             {ratios[15]:.4f}")
print(f"ratio r = G+/G_c, M=31             {ratios[31]:.4f}")
print(f"ratio r = G+/G_c, M=63             {ratios[63]:.4f}")
print(f"shrink factor of change in r       {shrink:.3f}")
print(f"thick-layer r, from M=15 and 31    {limit_coarse:.3f}")
print(f"thick-layer r, from M=31 and 63    {limit_fine:.3f}")
print(f"thick layer: advance / Griffith    {root_thick:.3f}")
print(f"G-/G_c, M=15                       {1/r:.4f}")
print(f"Griffith load, uniform strip       {strip_load*nm:.4f} nm")
print(f"Griffith load, energy crossing     {load_G*nm:.4f} nm")
print(f"advance load, linear response      {load_plus*nm:.4f} nm")
print(f"advance bracket: holds             {up_hold*nm:.4f} nm")
print(f"advance bracket: fails             {up_fail*nm:.4f} nm")
print(f"healing load, linear response      {load_minus*nm:.4f} nm")
print(f"healing bracket: holds             {dn_hold*nm:.4f} nm")
print(f"healing bracket: fails             {dn_fail*nm:.4f} nm")
print(f"advance load / Griffith load       {load_plus/load_G:.4f}")
print(f"healing load / Griffith load       {load_minus/load_G:.4f}")
print(f"snapped count after advance run    {up_count}")
print(f"snapped count after healing run    {dn_count}")
print(f"largest bulk / tip extension       {bulk_ratio:.4f}")
print(f"Griffith strain of the strip       {100*strip_load*e_c/height:.2f} %")
print(f"Griffith strain, 500 nm layer      {100*film_strain:.2f} %")
print(f"nonlinear: advance / Griffith      {large[0]:.4f}")
print(f"nonlinear: healing / Griffith      {large[1]:.4f}")
print(f"barrier at Griffith load           {barrier:.3f} eV")
print(f"same barrier, thick layer          {barrier_thick:.2f} eV")
print(f"thermal energy kT                  {kT:.4f} eV")
print(f"attempt frequency                  {attempt:.2e} Hz")
print(f"mean wait at Griffith load         {wait:.2e} s")
print(f"barrier crossed in about 1 s       {need:.3f} eV")
print(f"1 s hold: advance / Griffith       {root-shift:.4f}")
print(f"1 s hold: healing / Griffith       {(1+shift)/root:.4f}")
print(f"tested tail length / peak ext.     {tail:.4f}")
print(f"with tail: advance / Griffith      {tail_plus/load_G:.4f}")
print(f"tail advance bracket / Griffith    {t_up[0]/load_G:.4f} {t_up[1]/load_G:.4f}")
print(f"with tail: healing / Griffith      {tail_minus/load_G:.4f}")
print(f"tail healing bracket / Griffith    {t_dn[1]/load_G:.4f} {t_dn[0]/load_G:.4f}")
print(f"tail length that closes window     {closing_tail:.4f} nm")
print("OK")
```

Printed output:

```
Young modulus (input, rough)       15.0 GPa
fracture energy G_c (input, rough) 1.00 J/m2
cell size and depth (input)        2.0 nm
density (input, rough)             1300 kg/m3
temperature (input)                358 K
row gaps M, columns                15, 75
snapped springs n at start         74
strip height                       25.98 nm
spring stiffness k                 25.98 N/m
snapping extension e_c             0.3924 nm
snapping stretch e_c/a             0.1962
energy to snap one spring          12.483 eV
tip extension per load, intact     0.12081
tip extension per load, cut        0.41372
ratio r = G+/G_c, M=15             3.4245
ratio r = G+/G_c, M=31             3.5888
ratio r = G+/G_c, M=63             3.6693
shrink factor of change in r       0.490
thick-layer r, from M=15 and 31    3.743
thick-layer r, from M=31 and 63    3.747
thick layer: advance / Griffith    1.936
G-/G_c, M=15                       0.2920
Griffith load, uniform strip       1.7548 nm
Griffith load, energy crossing     1.7551 nm
advance load, linear response      3.2479 nm
advance bracket: holds             3.2458 nm
advance bracket: fails             3.2491 nm
healing load, linear response      0.9484 nm
healing bracket: holds             0.9488 nm
healing bracket: fails             0.9456 nm
advance load / Griffith load       1.8505
healing load / Griffith load       0.5404
snapped count after advance run    148
snapped count after healing run    0
largest bulk / tip extension       0.9698
Griffith strain of the strip       6.75 %
Griffith strain, 500 nm layer      1.54 %
nonlinear: advance / Griffith      1.6937
nonlinear: healing / Griffith      0.5598
barrier at Griffith load           3.725 eV
same barrier, thick layer          3.98 eV
thermal energy kT                  0.0309 eV
attempt frequency                  2.70e+11 Hz
mean wait at Griffith load         1.01e+41 s
barrier crossed in about 1 s       0.812 eV
1 s hold: advance / Griffith       1.4534
1 s hold: healing / Griffith       0.7550
tested tail length / peak ext.     1.2122
with tail: advance / Griffith      1.2442
tail advance bracket / Griffith    1.2437 1.2456
with tail: healing / Griffith      0.8037
tail healing bracket / Griffith    0.8031 0.8050
tail length that closes window     0.5141 nm
OK
```
